\section*{Welton's estimate of the hydrogen 2s–2p splitting from field fluctuations}

\section{The missing splitting}

In the Schr\"odinger equation with a Coulomb potential the hydrogen levels $2s$ and $2p$ have the same energy, and the Dirac equation keeps $2s_{1/2}$ and $2p_{1/2}$ degenerate. Experiment puts $2s_{1/2}$ higher by roughly 1 GHz. What both equations leave out is that the quantized electromagnetic field fluctuates in its ground state and shakes the electron. Welton's estimate turns this shaking into a smearing of the potential. The model has a non-relativistic spinless electron (charge $-e$, mass $m$) and a point nucleus of charge $Ze$ and infinite mass, so $V=-Z\alpha\hbar c/r$. We write $\bar\lambda=\hbar/mc=\alpha a_0$. Spin, relativity and vacuum polarization are omitted.

\section{Back of the envelope}

A field mode of frequency $\omega$ has $\langle E^2\rangle\propto\hbar\omega$ and displaces a free electron by $eE/m\omega^2$, so its mean-square displacement goes as $\omega^{-3}$. The number of modes goes as $\omega^2d\omega$, leaving $\int d\omega/\omega=L$, a logarithm. The result carries $e^2$, hence one $\alpha$, and the only length of a free electron is $\bar\lambda$: $\langle\delta r^2\rangle\sim\alpha\bar\lambda^2L$. Averaging $1/r$ over a small sphere changes it only if the sphere contains the nucleus, so the shift is a contact term. With $|\psi(0)|^2\sim Z^3/n^3a_0^3$,
\begin{equation}
\Delta E\sim Z\alpha\hbar c\,\langle\delta r^2\rangle|\psi(0)|^2\sim\alpha(Z\alpha)^4mc^2L/n^3 .
\end{equation}
For hydrogen $\alpha^5mc^2/h\approx2.6$ GHz, so for $n=2$ and $L$ between 5 and 10 this is 1.6 to 3 GHz. Two things remain open: the coefficient and the limits of the logarithm.

\section{The jitter}

Take a box of volume $\mathcal V$. A mode in its ground state holds $\hbar\omega/2$, half of it electric: $\tfrac12\varepsilon_0\langle E^2\rangle\mathcal V=\hbar\omega/4$, so $\langle E^2\rangle=\hbar\omega/2\varepsilon_0\mathcal V$. For a free electron $m\,\ddot{\delta r}=-eE$, and a drive at frequency $\omega$ gives $\delta r=eE/m\omega^2$ along the polarization. Independent modes add their variances. With two polarizations, $\mathcal V\,d^3k/(2\pi)^3$ wave vectors and $\omega=ck$,
\begin{equation}
\langle\delta r^2\rangle=2\mathcal V\!\int\!\frac{4\pi\omega^2d\omega}{(2\pi c)^3}\frac{e^2\hbar}{2\varepsilon_0\mathcal Vm^2\omega^3}
=\frac{e^2\hbar}{2\pi^2\varepsilon_0m^2c^3}L=\frac{2\alpha}{\pi}\bar\lambda^2L,
\label{jitter}
\end{equation}
where $e^2=4\pi\varepsilon_0\alpha\hbar c$ was used and $L=\ln(E_{\max}/E_{\min})$ in terms of photon energies. An explicit sum over the box modes $\mathbf k=2\pi\mathbf n/\mathcal V^{1/3}$ with $8<|\mathbf n|\le80$ gives 1.002 times this formula; the deviation from 1 changes by a few tenths of a percent with the choice of decade.

\section{The smeared potential}

Isotropy gives $\langle\delta x_i\rangle=0$ and $\langle\delta x_i\delta x_j\rangle=\sigma^2\delta_{ij}$ with $\sigma^2=\langle\delta r^2\rangle/3$. A Taylor expansion to second order then yields
\begin{equation}
\langle V(\mathbf r+\delta\mathbf r)\rangle-V=\tfrac12\sigma^2\nabla^2V=\tfrac16\langle\delta r^2\rangle\nabla^2V,\qquad \nabla^2V=4\pi Z\alpha\hbar c\,\delta^3(\mathbf r).
\end{equation}
A Taylor series of $1/r$ fails at $r\lesssim\sigma$, exactly where the effect sits, so the average must be done in full. In atomic units from here to Eq.~(\ref{contact}): $\delta\mathbf r$ is a sum of many independent oscillator coordinates and has a Gaussian distribution $\rho=(2\pi\sigma^2)^{-3/2}e^{-r^2/2\sigma^2}$. The averaged potential is the convolution of $V$ with $\rho$, so it obeys $\nabla^2V_\sigma=4\pi Z\rho$. The function $V_\sigma=-Z\,\mathrm{erf}(r/\sqrt2\sigma)/r$ satisfies this, because $\nabla^2V_\sigma=(rV_\sigma)''/r=Z\sqrt{2/\pi}\,\sigma^{-3}e^{-r^2/2\sigma^2}=4\pi Z\rho$; it is regular at the origin and vanishes at infinity, so it is the solution. The perturbation $V_\sigma-V=Z\,\mathrm{erfc}(r/\sqrt2\sigma)/r$ is positive: smearing weakens the attraction and levels rise.

Integration by parts gives $\int_0^\infty x^j\mathrm{erfc}\,x\,dx=\Gamma(\tfrac j2+1)/[(j+1)\sqrt\pi]$, that is $1/4$, $1/3\sqrt\pi$, $3/16$ for $j=1,2,3$. The normalized radial function is $R_{nl}=C\,x^le^{-x/2}L^{2l+1}_{n-l-1}(x)$ with $x=2Zr/n$ and $C^2=(2Z/n)^3(n-l-1)!/[2n(n+l)!]$. For $l=0$, $L^1_{n-1}(0)=n$ gives $R_{n0}(0)^2=4Z^3/n^3$, or $|\psi(0)|^2=Z^3/\pi n^3$. For $Z\sigma\ll1$, in first order,
\begin{equation}
\Delta E=R_{n0}(0)^2Z\int_0^\infty\!\mathrm{erfc}\Big(\frac{r}{\sqrt2\sigma}\Big)r\,dr=\frac{4Z^4}{n^3}\cdot2\sigma^2\cdot\frac14=\frac{2\sigma^2Z^4}{n^3},
\label{contact}
\end{equation}
which equals the Taylor result $\tfrac12\sigma^2\,4\pi Z|\psi(0)|^2$. The slope in $R_{n0}^2\approx R_{n0}(0)^2(1-2Zr)$ changes this by the relative amount $-2Z(2\sqrt2\sigma^3/3\sqrt\pi)/(\sigma^2/2)\approx-2.1\,Z\sigma$. For $2p$, $R_{21}^2\approx Z^5r^2/24$ gives $(Z^6/24)(4\sigma^4)(3/16)=Z^6\sigma^4/32$, a fraction $(Z\sigma)^2/8$ of the $2s$ value $Z^4\sigma^2/4$. Restoring units, with $\hbar c=mc^2\bar\lambda$ and $a_0=\bar\lambda/\alpha$,
\begin{equation}
\Delta E_{ns}=\frac16\cdot\frac{2\alpha}{\pi}\bar\lambda^2L\cdot4\pi Z\alpha\hbar c\cdot\frac{Z^3}{\pi n^3a_0^3}=\frac{4}{3\pi}\,\alpha(Z\alpha)^4mc^2\,\frac{L}{n^3}.
\label{welton}
\end{equation}
The coefficient missing from the envelope is $4/3\pi\approx0.42$. A nucleus of finite size enters through the same contact formula, with its mean-square radius in place of $\langle\delta r^2\rangle$; a proton radius of roughly 1 fm, against the jitter of 73 fm found below, gives a shift several thousand times smaller.

\section{The two cutoffs}

\emph{Upper.} Eq.~(\ref{jitter}) ignores the photon momentum. An electron at rest that emits a virtual photon recoils, and the energy denominator $\hbar ck$ becomes $\hbar ck+\hbar^2k^2/2m$. The relative change $\hbar k/2mc$ reaches order one at photon energy $\sim mc^2$; an orbital velocity $v$ adds only a Doppler change of order $v/c\sim Z\alpha$. We set $E_{\max}=mc^2$. The number multiplying $mc^2$ is set by photons of energy $\sim mc^2$, where a non-relativistic model fails, so any value the model gives for it cannot be trusted; a factor 2 changes $L$ by $\ln2$.

\emph{Lower.} A bound electron does not respond freely to slow fields, and perturbation theory shows how. For one mode, $\mathbf A=\boldsymbol\epsilon A_0(a+a^\dagger)$ with $A_0^2=\langle E^2\rangle/\omega^2=\hbar/2\varepsilon_0\omega\mathcal V$, taken uniform over the atom, as the argument above allows to leading order below $mc^2$. From $(\mathbf p+e\mathbf A)^2/2m$ the coupling is $g\,p\,(a+a^\dagger)$ with $g=eA_0/m$ and $p=\boldsymbol\epsilon\cdot\mathbf p$; to order $g^2$ the $A^2$ term shifts all levels equally. With $\varepsilon=\hbar\omega$, $\Delta=E_{m}-E_n$ and the identity $1/(\Delta+\varepsilon)=1/\varepsilon-\Delta/\varepsilon(\Delta+\varepsilon)$, second order gives
\begin{equation}
-g^2\sum_m\frac{|p_{mn}|^2}{\Delta+\varepsilon}=-\frac{g^2\langle p^2\rangle}{\varepsilon}+g^2\sum_m\frac{|p_{mn}|^2\Delta}{\varepsilon(\Delta+\varepsilon)} .
\label{onemode}
\end{equation}
The first term is proportional to $p^2$ and exists equally for a free electron. It changes the coefficient $1/2m$ of the kinetic energy, is already contained in the measured mass, and is dropped. For the second, let $x$ lie along $\boldsymbol\epsilon$. Then $[H,p]=i\hbar\,\partial_xV$ and $[p,[H,p]]=\hbar^2\partial_x^2V$, while expanding the commutators gives $\langle[p,[H,p]]\rangle=2\langle p(H-E_n)p\rangle$. Hence
\begin{equation}
\sum_m|p_{mn}|^2\Delta=\tfrac12\hbar^2\langle\partial_x^2V\rangle .
\label{sumrule}
\end{equation}
For $\varepsilon\gg\Delta$ the second term of (\ref{onemode}) becomes $\tfrac12(g/\omega)^2\langle\partial_x^2V\rangle$, and $(g/\omega)^2=e^2\langle E^2\rangle/m^2\omega^4$ is the mode's jitter variance: this is Welton's term. At lower frequency each transition is reduced by $\varepsilon/(\Delta+\varepsilon)$. Exact diagonalization of an electron in the one-dimensional well $-\mathrm{sech}^2x$ coupled to one mode (atomic units, $g=0.02$, $A^2$ omitted, mass term subtracted) agrees with (\ref{onemode}) within the tested 0.3\% and gives 0.988, 0.52 and 0.058 of the Welton term at $\omega=100$, 1 and 0.05.

Now sum over modes. The two polarizations give $|\mathbf p_{mn}|^2-|\hat{\mathbf k}\cdot\mathbf p_{mn}|^2$, with angular average $\tfrac23|\mathbf p_{mn}|^2$. Let $w_m=|\mathbf p_{mn}|^2\Delta$. Since $\omega^2d\omega/(\omega\,\hbar\omega)=d\varepsilon/\hbar^2$,
\begin{align}
\Delta E&=\frac{4\pi}{(2\pi c)^3}\frac{e^2\hbar}{2\varepsilon_0m^2}\frac{2}{3\hbar^2}\sum_mw_m\int_0^{mc^2}\!\!\frac{d\varepsilon}{\Delta+\varepsilon}\nonumber\\
&=\frac{2\alpha}{3\pi m^2c^2}\sum_mw_m\ln\Big(1+\frac{mc^2}{\Delta}\Big),
\end{align}
which is Bethe's formula, written for $\Delta>0$; for $1s$ and $2s$ no $p$ level lies lower. Summing (\ref{sumrule}) over three axes gives $\sum w=\tfrac12\hbar^2\langle\nabla^2V\rangle$, so the prefactor is $(\alpha/3\pi)\bar\lambda^2\langle\nabla^2V\rangle$, the same as in (\ref{welton}). The logarithm becomes a $w$-weighted average:
\begin{equation}
L_{\rm full}=\ln\frac{mc^2}{k_0}+\Big\langle\ln\Big(1+\frac{\Delta}{mc^2}\Big)\Big\rangle_w,\qquad \ln k_0=\frac{\sum w\ln\Delta}{\sum w}.
\label{Lfull}
\end{equation}
The lower cutoff is the mean excitation energy $k_0$. For a $p$ state $\sum w=0$, so the large logarithm is absent, but $\sum w\ln|\Delta|$ need not vanish; that shift lies outside the smearing picture and is not computed here.

\section{Computing $k_0$}

Use atomic units and $Z=1$. From $[H,\mathbf r]=-i\mathbf p$, $|\mathbf p_{mn}|=\Delta|\mathbf r_{mn}|$. The vector $\hat{\mathbf r}$ takes an $s$ state wholly into $l=1$ and $\hat{\mathbf r}\cdot\hat{\mathbf r}=1$, so the angular sum is 1 and $w=\Delta^3I^2$ with $I=\int R_{n0}R_{\nu1}r^3dr$. The $2s$--$2p$ term has $\Delta=0$ and drops out. Write $R_{\nu1}=Nre^{-r/\nu}{}_1F_1(2-\nu;4;2r/\nu)$. Matching to the Laguerre form at small $r$, with $L^3_{\nu-2}(0)=(\nu+1)\nu(\nu-1)/6$, gives $N^2=(2/\nu)^5(\nu+1)\nu(\nu-1)/72\nu=4(\nu^2-1)/9\nu^5$. Integrate the series term by term, using $\int r^{3+j}e^{-tr}dr=6\,(4)_j\,t^{-4-j}$ and $\sum_j(a)_jy^j/j!=(1-y)^{-a}$, with $t=s+1/\nu$ and $y=2/\nu t$:
\begin{equation}
G(s)=\int_0^\infty\!r^3e^{-tr}{}_1F_1\,dr=\frac{6}{Q^2}\Big(\frac{s-1/\nu}{s+1/\nu}\Big)^{\nu},\qquad Q=s^2-\frac1{\nu^2}.
\end{equation}
At $s=1/n$, $Q=2\Delta$. The logarithmic derivative is $G'/G=u=(2-4s)/Q$, and each $-d/ds$ supplies a factor $r$. For $1s$, $R=2e^{-r}$ and $u(1)=-2/Q$, so $I=-2NG'=4NG/Q$. For $2s$, $R=(1-r/2)e^{-r/2}/\sqrt2$; at $s=\tfrac12$, $u=0$ and $u'=-4/Q$, so $G'=0$, $G''=-4G/Q$ and $I=(N/\sqrt2)(-G'-\tfrac12G'')=\sqrt2NG/Q$.

For a continuum state of energy $\kappa^2/2$ put $1/\nu=i\kappa$. The series now sums only for $|y|<1$, that is for $s>\sqrt3\kappa$, but the integral defining $G$ converges and is analytic for all $\mathrm{Re}\,s>0$, as is the closed form (singular only at $s=\pm i\kappa$), so the closed form holds at $s=1/n$ for every $\kappa$. Then $Q=s^2+\kappa^2$, and $(s-i\kappa)/(s+i\kappa)=e^{-2i\arctan(\kappa/s)}$ raised to $\nu=-i/\kappa$ gives $\exp[-(2/\kappa)\arctan(\kappa/s)]$. At large $r$, ${}_1F_1(a;4;z)\to6e^zz^{a-4}/\Gamma(a)$ plus a term that makes $R$ real. With $a=2+i/\kappa$ and $z=2i\kappa r$, $|z^{a-4}|=(2\kappa r)^{-2}e^{-\pi/2\kappa}$, so $rR$ oscillates with amplitude $A=3Ne^{-\pi/2\kappa}/\kappa^2|\Gamma(a)|$. Normalization per unit energy needs $A^2=2/\pi\kappa$, since $\int_0^\infty\sin\kappa r\sin\kappa'r\,dr=\tfrac\pi2\delta(\kappa-\kappa')=\tfrac\pi2\kappa\,\delta(E-E')$. With $|\Gamma(2+i\eta)|^2=(1+\eta^2)\pi\eta/\sinh\pi\eta$,
\begin{equation}
N^2=\frac{4(1+\kappa^2)}{9(1-e^{-2\pi/\kappa})}.
\end{equation}
These elements were tested against direct quadrature, the Thomas--Reiche--Kuhn sum and $\sum w=\tfrac12\,4\pi|\psi(0)|^2=2/n^3$. The numerical sums give $\ln(k_0/\mathrm{Ry})=2.984$ for $1s$ and $2.812$ for $2s$, or $k_0=19.8$ and $16.6$ Ry.

These values far exceed the binding energies $1/n^2$ Ry: the continuum carries 93\% of $w$ for $1s$ and 97\% for $2s$. The weight has a slow tail. At large $\kappa$, $G\to6/\kappa^4$, $N^2\to2\kappa^3/9\pi$ and $\Delta^3\to\kappa^6/8$, so $w\to16/\pi\kappa^3$ for $1s$ and $2/\pi\kappa^3$ for $2s$, and in both cases $w/\sum w\to8/\pi(2E)^{3/2}$ per unit energy. The share above $E$ falls only as $E^{-1/2}$, so high energies pull the average up. The same tail fixes the remainder in (\ref{Lfull}). Under $r\to r/Z$ all $\Delta$ scale as $Z^2$, so $mc^2$ becomes $K=1/(Z\alpha)^2$ in the $Z=1$ problem. Using $\int_0^\infty x^{-3/2}\ln(1+x)dx=2\int_0^\infty x^{-1/2}(1+x)^{-1}dx=2\pi$, the leading remainder is
\begin{equation}
\frac{8}{\pi2^{3/2}}\frac{2\pi}{\sqrt K}=4\sqrt2\,Z\alpha .
\end{equation}
It comes mainly from $\Delta$ of order $mc^2$ and above, where the model fails, so it measures an uncertainty and is no refinement.

The same scaling gives $k_0\propto Z^2$, and $mc^2=2\,\mathrm{Ry}/\alpha^2$, so
\begin{equation}
L=\ln\frac{2}{(Z\alpha)^2}-\ln\frac{k_0}{Z^2\mathrm{Ry}},\qquad\frac{d\ln\Delta E}{d\ln Z}=4-\frac2L .
\end{equation}
The scaling $Z^4/n^3$ is therefore exact only for the prefactor; $L$ falls with $Z$ and depends weakly on $n$ through $k_0$.

\section{Numbers and comparison}

For hydrogen $2s$, Eq.~(\ref{welton}) reads $\Delta E/h=(\alpha^5mc^2/6\pi h)L=135.6\ \mathrm{MHz}\times L$, with $mc^2=37558$ Ry. Guessed lower cutoffs give a wide range. A photon wave number $1/a_0$ means $E_{\min}=\alpha mc^2=274$ Ry, $L=4.92$, 0.67 GHz; one hartree gives $L=9.84$, 1.33 GHz; one rydberg gives $L=10.53$, 1.43 GHz. Smearing alone thus determines the shift to about a factor of two. With the computed cutoff,
\begin{equation}
L=\ln\frac{37558}{16.64}=7.72,\qquad \Delta E/h=135.6\times7.72\ \mathrm{MHz}=1.05\ \mathrm{GHz},
\end{equation}
or $4.3\ \mu$eV. This is the envelope value at the same $L$, about 2.5 GHz, multiplied by $4/3\pi$. It matches the measured $2s$--$2p$ splitting of roughly 1 GHz, provided the uncomputed $2p$ shift, which lacks the large logarithm, is small beside it. A factor 2 in $E_{\max}$ moves it by 94 MHz, 9\% of the value, so the result lies between about 0.95 and 1.14 GHz and even the second figure is uncertain. The jitter is $\langle\delta r^2\rangle=(2\times0.0072974/\pi)(386.16\ \mathrm{fm})^2(7.722)=5349\ \mathrm{fm}^2$, an rms of 73 fm, and $\sigma=73.14/(\sqrt3\times52918)=7.98\times10^{-4}$ in units of $a_0$.

The mathematical approximations matter far less than the cutoff. Against the contact value 1047.4 MHz, first-order quadrature of the Gaussian smearing gives 1045.65 MHz, lower by 0.17\% as $2.1\sigma$ predicts. A uniform ball with the same $\langle\delta r^2\rangle$ gives 1045.9 MHz: at leading order only $\int(V_\sigma-V)\,d^3r$ matters, and this equals $\tfrac{2\pi}{3}Z\alpha\hbar c\langle\delta r^2\rangle$ for any isotropic smearing of short range. The non-perturbative level in $V_\sigma$ gives 1044.9 MHz. Since $\sigma\approx0.11\,\bar\lambda$ lies below the length at which a non-relativistic model holds, these differences test the mathematics only and are not physical corrections. The $2p/2s$ smearing ratio is $7.96\times10^{-8}$, equal to $\sigma^2/8$. This is about 80 Hz and is not the $2p$ shift of the model: the term $\sum w\ln|\Delta|$ left aside above amounts to about 4 MHz for a spinless $2p$ electron, far larger than the smearing value but only 0.4\% of the $2s$ shift. Finally $L_{\rm full}-L=7.762-7.722=0.040$, close to $4\sqrt2\alpha=0.041$ and 0.5\% of $L$. For $1s$, $L=7.55$ and the shift is 8.2 GHz; the $1s/2s$ ratio is $8\times7.550/7.722=7.82$, 2\% below the pure $1/n^3$ value 8.

For hydrogen-like Si$^{13+}$ at the same level of theory, $Z\alpha=0.102$, $k_0=14^2\times16.64=3261$ Ry and $L=\ln(37558/3261)=2.44$. The $2s$ shift is $135.6\ \mathrm{MHz}\times38416\times2.44\approx13$ THz, about 53 meV. Its ratio to hydrogen is $38416\times2.444/7.722\approx1.2\times10^4$, about a third of $Z^4$, and the local exponent $4-2/L$ has dropped from 3.74 to 3.18, though the latter value is only as reliable as $L$ itself (differentiating $L_{\rm full}$ instead gives 3.75 and 3.46, a drop about half as large). Here $L_{\rm full}=2.92$ exceeds $L$ by 19\% of $L$ and would give 15 THz, and $\ln2$ is 28\% of $L$. The estimate needs $k_0\ll mc^2$, so that the logarithm dominates its unknown additive constant; at $Z=14$ the two cutoffs are only about a decade apart, and the result is good to some tens of percent at best. The program whose output follows carries out the numerical checks quoted above.

\section*{Table of computed values}
\begin{verbatim}
box mode sum / log formula = 1.00232 
1D model, g=0.02, omega=0.05: exact/Welton = 0.0581488 
1D model, g=0.02, omega=1.0: exact/Welton = 0.522321 
1D model, g=0.02, omega=100.0: exact/Welton = 0.988353 
1s sum w = 2 a.u.
1s continuum share of w = 0.932342 
1s ln(k0/Ry) = 2.98413 
1s k0 = 19.7693 Ry
2s sum w = 0.25 a.u.
2s continuum share of w = 0.973566 
2s ln(k0/Ry) = 2.81177 
2s k0 = 16.6393 Ry
alpha = 0.00729735 
hbar/mc = 386.159 fm
a0 = 52917.7 fm
m c^2 = 37557.7 Ry
|psi_2s(0)|^2 = 0.0397887 a0^-3
H 2s prefactor alpha^5 mc^2/(6 pi h) = 135.644 MHz
H 2s, Emin = alpha mc^2 = 274.07 Ry: L = 4.9202, shift = 667.4 MHz
H 2s, Emin = k0 = 16.639 Ry: L = 7.7219, shift = 1047.4 MHz
H 2s, Emin = hartree = 2 Ry: L = 9.8405, shift = 1334.8 MHz
H 2s, Emin = rydberg = 1 Ry: L = 10.5336, shift = 1428.8 MHz
change for factor 2 in a cutoff = 94.0211 MHz
<dr^2> = 5349.34 fm^2
rms jitter = 73.1392 fm
sigma = 0.000797974 a0
H 2s shift (k0) = 4.33179 micro-eV
H 2s, Gaussian first order = 1045.65 MHz
H 2s, uniform ball first order = 1045.87 MHz
H 2s, Gaussian exact shooting = 1044.9 MHz
2p/2s smearing ratio = 7.96223e-08 
H 2s L_full = 7.76209 
4 sqrt2 alpha = 0.0412801 
H 2s shift with L_full = 1052.88 MHz
H 1s L = 7.54951 
H 1s shift = 8192.35 MHz
1s/2s ratio = 7.82143 
Si13+ Z alpha = 0.102163 
Si13+ 2s k0 = 3261.31 Ry
Si13+ 2s L = 2.44375 
Si13+ 2s L_full = 2.92011 
Si13+ 2s shift = 12.7341 THz
Si13+ 2s shift = 52.6641 meV
Si13+ 2s shift with L_full = 15.2164 THz
Si13+/H ratio = 12157.6 
Z^4 = 38416 
local exponent 4-2/L, H = 3.741 
local exponent 4-2/L, Si13+ = 3.18159
\end{verbatim}
